Why coherent two-terminal transmission is equal both ways in a magnetic field

**A ring with three sites**

Take three sites joined in a triangle, with real hopping h on two sides and a phase φ on the third, produced by magnetic flux through the triangle:

H₂₁ = H₃₁ = h,  H₂₃ = h e^{iφ},

where H_ij is the amplitude for hopping from j to i, H is Hermitian, and the site energies are zero. Leads at sites 1 and 2 add −iγ₁/2 and −iγ₂/2 to the site energies. A third lead at site 3, which can be switched off, adds −iγ₃/2. The response at i to a source at j is G_ij, with G = M⁻¹ and M = E − H + (i/2)diag(γ₁, γ₂, γ₃). Inverting by cofactors gives

G₂₁ = −(M₂₁M₃₃ − M₂₃M₃₁)/det M = (hM₃₃ + h²e^{iφ})/det M,
G₁₂ = −(M₁₂M₃₃ − M₁₃M₃₂)/det M = (hM₃₃ + h²e^{−iφ})/det M.

The first term in each numerator is the direct path and the second is the path through site 3. Reversing the journey reverses the flux phase, so G₂₁ ≠ G₁₂.

The transmission from j to i is T_ij = γ_iγ_j|G_ij|², a special case of the trace formula derived below. With the third lead off, M₃₃ = E is real. The two numerators are then complex conjugates, and T₂₁ = T₁₂. With the third lead on, M₃₃ = E + iγ₃/2, and the difference of the squared moduli is

|hM₃₃ + h²e^{iφ}|² − |hM₃₃ + h²e^{−iφ}|²
= 2h³ Re[M₃₃(e^{−iφ} − e^{iφ})]
= 2h³ Re[−2i M₃₃ sin φ]
= 4h³ sin φ Im M₃₃ = 2γ₃h³ sin φ.

Therefore

T₂₁ − T₁₂ = 2γ₁γ₂γ₃h³ sin φ/|det M|².

Flux alone does not make the directions unequal, and neither does a third exit alone. Both are needed.

For h = 1 meV, E = 0.5 meV, γ₁ = γ₂ = 1 meV and φ = π/2, the two-lead numerators are 0.5 + i and 0.5 − i in meV², and |det M|² = 2.8125 meV⁶. Each transmission is 1.25/2.8125 = 0.444. Setting γ₃ = 1 meV changes the numerators to 0.5 + 1.5i and 0.5 − 0.5i, and |det M|² to 4.625 meV⁶. Then T₂₁ = 2.5/4.625 = 0.541, but T₁₂ = 0.5/4.625 = 0.108.

**The general transmission formula**

Let a device with Hermitian Hamiltonian H be joined to separate leads. The matrix τ_i carries amplitude from lead i into the device, and g_i is the retarded Green function of that lead when isolated. Define

Σ_i = τ_i g_i τ_i†,  Γ_i = i(Σ_i − Σ_i†),  G = (E − H − Σ_iΣ_i)⁻¹,

where the first Σ in the last expression denotes summation over leads. Electrons are elastic and move in a fixed mean field.

Let χ_n be an energy-normalised standing wave of isolated lead j. With the device attached, the wave in that lead is χ_n + g_jτ_j†ψ, where ψ is the device wave function. The retarded g_j adds outgoing waves only. Inserting this, and the corresponding outgoing wave in every other lead, into the device equation gives

(E − H)ψ = τ_jχ_n + Σ_iΣ_iψ,  so  ψ = Gτ_jχ_n.

Since i(g_j − g_j†) = 2πδ(E − H_j), with H_j the lead Hamiltonian, Γ_j = 2π Σ_n τ_jχ_nχ_n†τ_j†. If ψ_n is defined as √(2π) Gτ_jχ_n, then

GΓ_jG† = Σ_n ψ_nψ_n†.

The incoming part of an energy-normalised wave carries flux 1/(2πħ), so ψ_n has incoming flux 1/ħ.

In another lead i, the wave is χ′ = g_iτ_i†ψ_n. The rate at which probability enters it is

(1/iħ)(χ′†τ_i†ψ_n − ψ_n†τ_iχ′) = (1/iħ)ψ_n†(Σ_i† − Σ_i)ψ_n = ψ_n†Γ_iψ_n/ħ,

because Σ_i† − Σ_i = iΓ_i. Dividing by the incoming flux and summing over n gives

T_ij = Tr[Γ_i G Γ_j G†],  i ≠ j.

This is transmission from j to i, summed over channels. Its value can exceed one.

**Where the equality comes from**

Now let there be two leads, L and R, and let Γ = Γ_L + Γ_R. From the definition of G,

G⁻¹ − (G†)⁻¹ = −(Σ_L + Σ_R) + (Σ_L + Σ_R)† = iΓ.

Multiply by G on the left and G† on the right. The left side becomes G† − G. Multiplying by G† on the left and G on the right gives the same left side. Thus

i(G − G†) = GΓG† = G†ΓG ≡ A.

No symmetry of G has been used. Multiply both forms of A by Γ_L and take the trace:

Tr[Γ_L GΓ_LG†] + Tr[Γ_L GΓ_RG†] = Tr[Γ_L G†Γ_LG] + Tr[Γ_L G†Γ_RG].

The first terms on the two sides are equal, because a trace is unchanged by cyclic reordering. The second term on the left is T_LR. Cyclic reordering turns the last term into Tr[Γ_R GΓ_LG†] = T_RL. Hence

T_LR = T_RL.

The physical content lies in the two forms of A. GΓ_jG† sums the states that enter through lead j. If g is replaced by g†, the added lead waves are incoming, so G†Γ_jG sums states that leave only through lead j. The two complete sets describe the same scattering states at energy E and are related by the unitary scattering matrix S. Their totals therefore agree. The part that enters through L and the part that leaves through L are generally different.

The same fact can be seen by counting probability. Write r for reflection on the left, t for transmission from L to R, and t′ for transmission from R to L. Unitarity gives

r†r + t†t = 1,  rr† + t′t′† = 1.

The traces of r†r and rr† agree, so those of t†t and t′t′† agree. The lead channel numbers N_L and N_R need not be equal: the common transmission is T, while the reflections are N_L − T and N_R − T. Moreover, r†r and rr† have the same eigenvalues, so t†t and t′t′† do too. Quantities that depend only on these eigenvalues are also equal in both directions.

This does not make individual channel pairs equal. If each lead has one channel, there is only one pair and its two probabilities must agree. With more channels, the field can redistribute probability between pairs.

**Reversing the field is a separate operation**

For spinless electrons, H(−B) = H(B)ᵀ. The same transposition applies to the leads and their couplings, so G(−B) = G(B)ᵀ and Γ_i(−B) = Γ_i(B)ᵀ. Transposing the product inside the trace gives

T_RL(−B) = Tr[Γ_Rᵀ Gᵀ Γ_Lᵀ (G†)ᵀ] = Tr[G†Γ_LGΓ_R] = T_LR(B),

with all matrices on the right taken at B. This relates two experiments in opposite fields and holds with further leads as well. With two leads alone, T_LR(B) = T_RL(B), so each transmission is even in B. At B = 0 the relation gives equality directly, even with a third lead.

**How large the asymmetries are in a strip**

Consider a hard-walled strip 64 nm wide and 80 nm long in a CdTe quantum well, with effective mass 0.10 mₑ, at energy 6.5 meV above the well's subband edge and in a field of 1.5 T. Two Gaussian bumps V₀ exp(−r²/2s²), both with s = 8 nm, remove the spatial symmetries. One has V₀ = 9 meV at x = 26 nm, y = 14 nm; the other has V₀ = 7 meV at x = 54 nm, y = −10 nm. Here x runs from the left end and y from the centre line. The clean leads have the same width and field.

The Schrödinger equation is put on a square mesh with spacing a = 4 nm. The hopping strength is ħ²/(2ma²) = 23.8 meV, and a hop to the right at height y carries the phase eBay/ħ. Lead self-energies come from repeated elimination of lead columns, and G from matrix inversion. The magnetic length is 21 nm. The cyclotron radius ħk/(eB), with k the wavenumber at 6.5 meV in a wide well, is about 57 nm, comparable with the width, so paths bend appreciably within the strip. Each lead has two open channels.

On this mesh, the largest difference between |G_ij| and |G_ji| is 54% of the largest |G_ij|. The percentage falls slowly on finer meshes, because G/a² at coincident points grows logarithmically; the difference itself, divided by a², hardly changes. Moduli are compared because the phases of G depend on the choice of vector potential. The traces are

Tr[Γ_LA] = 3.2909,  Tr[Γ_LGΓ_LG†] = 2.3859,
T_RL = T_LR = 3.2909 − 2.3859 = 0.9050.

On a converged mesh the two traces are about 3.52 and 2.62; their difference changes much less, to 0.901. The subtracted term is not a reflection probability, which could not exceed two here. Reflection is R = 2 − 0.9050 = 1.0950.

Matching the device wave function directly to lead modes gives the channel probabilities. Channel 1 has the larger wavenumber magnitude in each lead.

- L1→R1: 0.067; R1→L1: 0.258.
- L2→R1: 0.500; R1→L2: 0.062.
- L1→R2: 0.165; R2→L1: 0.476.
- L2→R2: 0.172; R2→L2: 0.109.

These values belong to the 4 nm mesh. On a converged mesh L1→R1 is 0.081, and the others change by at most 0.013.

Before rounding, the four probabilities listed for each direction sum to 0.905, although one pair differs by 0.44. An experiment that feeds and detects only chosen modes can therefore find different probabilities in the two directions. A lossless filter that reflects the other modes does not escape the theorem: it becomes part of the two-lead device, whose total transmissions remain equal. Reversing the field leaves T_RL at 0.905; removing it gives 0.981 (0.973 on a converged mesh). The field changes the transmission while preserving the two-way equality.

**A third exit and a voltage probe**

For a third terminal P, Γ includes Γ_P. The same trace argument now gives

T_LR + T_LP = T_RL + T_PL,
c ≡ T_LR − T_RL = T_PL − T_LP.

The corresponding equation for R gives c = T_RP − T_PR. The imbalance circulates among the terminals.

In the strip, attach P to five neighbouring mesh sites on the upper edge, from x = 32 to 48 nm, by adding −i(4 meV)/2 to each site energy. This gives T_RL = 0.8697 and T_LR = 0.8980, so c = 0.0284. The probe sends 0.0743 to R but only 0.0097 to L. This is consistent with the edge drift: with this field sign the orbit centre is y₀ = ħk/(eB), and the upper wall raises the energy as k grows, giving velocity to the right. With the same probe at zero field, both transmissions are 0.9622.

If P is a voltage probe, its potential adjusts until its net current is zero. Let u_i be the small shift of terminal i's potential in linear response, with u_L = 1 and u_R = 0. Current balance gives

u_P = T_PL/D,  D = T_PL + T_PR = T_LP + T_RP.

The effective transmission from L to R, including electrons re-emitted by P, is

T_eff = T_RL + T_RPT_PL/D.

For the reverse bias it is T_LR + T_LPT_PR/D. Using T_LP = T_PL − c, T_PR = T_RP − c and D = T_PL + T_RP − c,

T_LPT_PR = T_PLT_RP − c(T_PL + T_RP − c) = T_PLT_RP − cD.

Division by D produces −c, which cancels the +c in T_LR = T_RL + c. The effective transmissions are equal again. In the example, D = 0.0839 and

T_eff = 0.8697 + 0.0743 × 0.0381/0.0839 = 0.903

in either direction. The probe makes the direct coherent parts unequal, but current conservation restores equality between the two remaining terminals.

**Absorption and numerical broadening**

A uniform term −iη in the device Hamiltonian adds 2η to Γ. The trace argument becomes

T_LR + 2ηTr[Γ_LGG†] = T_RL + 2ηTr[Γ_LG†G],

and hence

T_LR − T_RL = 2ηTr[Γ_L(G†G − GG†)].

For η = 0.1 meV, T_RL falls to 0.6750 and T_LR to 0.6769. About a quarter of the original transmission is lost, but the directions differ by only 0.3% (0.2% on a converged mesh). Near-equality is thus a weak test for absorption in this device. At zero field, symmetry of G would hide it completely.

A direct measure is the missing part of A. If Γ contains the leads alone,

Tr[Γ_L i(G − G†)] − Tr[Γ_LG†ΓG] = 2ηTr[Γ_LG†G] = 2ηTr[GΓ_LG†].

Since GΓ_LG† sums the states that enter through L, and each loses probability at the rate 2η/ħ times its weight in the device, this is the absorption probability for electrons entering through L, summed over channels. It vanishes when η = 0. An anti-Hermitian self-energy from inelastic scattering likewise acts as an extra exit; the coherent transmission alone then need not be equal both ways.

**The model beside a real CdTe device**

The mass is a rough CdTe value. An energy of 6.5 meV corresponds to a sheet density of about 2.7 × 10¹¹ cm⁻² in a wide, field-free well, a plausible density for such structures. For two equivalent spins, the zero-temperature conductance is (2e²/h)T = 70 μS. A rough mobility of 10⁵ cm²/(V s) implies a mean free path of about 860 nm, much longer than the strip. For a well 20 nm thick with infinitely high barriers, the next subband lies 28 meV higher; barriers of 200 meV would reduce this to about 22 meV. Nonparabolicity raises the mass by roughly 2%. A mass 2% larger would give T = 0.910 on the same mesh, and 0.904 instead of 0.901 on a converged mesh. Real devices also have spin splitting, nonzero temperature and phase-breaking:

- With g = −1.6 and a Dresselhaus coefficient of 40 meV nm³, both rough, the Zeeman splitting is 0.14 meV and, for infinitely high well barriers, the linear Dresselhaus splitting is 0.26 meV. Barriers of 200 meV would lower the linear splitting to about 0.17 meV. With infinite barriers, the cubic Dresselhaus term, left out here, would lower the splitting from 0.26 to 0.17 meV for motion midway between the in-plane cubic axes. Including the Zeeman and linear Dresselhaus terms in the device, but not the leads, changes T per spin from 0.9050 to 0.9053. It remains equal both ways because H is still Hermitian.
- Thermal averaging at 1 K gives 0.909, a rise of 0.4%.
- A 2.67 nm mesh gives 0.902 and a converged mesh 0.901, a fall of 0.5% from the 4 nm value. Convergence, with the loss acting over exactly 80 nm, also raises T_RL with absorption from 0.6750 to about 0.683. The probe's c depends on how its five sites are represented on a finer mesh: as a line 4 nm from the wall with the same total coupling, c falls from 0.0284 to about 0.027; as a band 4 nm wide, it stays near 0.028. With either form, T_RL and T_LR with the probe fall by 0.003 to 0.005 on convergence. The two-way equality holds on every mesh.
- The voltage probe, a simple model of phase-breaking, lowers T by 0.2% for the coupling chosen. A different coupling or position would give a different shift.

The potential matters far more than these corrections. On the 4 nm mesh, raising both bumps by 10% gives T = 0.838, and lowering them by 10% gives 0.998 (0.839 and 0.988 on a converged mesh). The value 0.905 therefore belongs to this model potential and is not a prediction for a particular device. The two-way equality does not depend on the potential.

**What to do in a calculation**

For two leads, Hermitian H and a fixed potential, calculate one direction. If Γ_L and Γ_R act on separate end regions, T_RL needs only the block G_RL, and its adjoint supplies the other factor. Do not obtain G_LR by transposing G_RL at the same nonzero field.

Equality is not evidence that the device model is right: a wrong Hermitian potential obeys it too. So does an inaccurate lead self-energy, provided Γ is formed from the same Σ used in G. Test these inputs separately, and check that T is stable as any artificial broadening is reduced.

With more terminals, calculate each T_ij and impose the actual current or voltage conditions. At finite bias, compare directions with the same self-consistent potential. Reversing the bias may change that potential, and the theorem does not equate transmissions of two different Hamiltonians.
